# Minimal coupling: from the Lagrangian to the symmetrized Lorentz force, part 2

A spinless particle of charge $q$ and mass $m$ moves slowly compared with light in prescribed real potentials $\phi(\mathbf r,t)$ and $\mathbf A(\mathbf r,t)$. Two decisions are needed to compute the force on it: which operator is the velocity, and in which order velocity and magnetic field are multiplied. The first is settled: the velocity is $(\mathbf p-q\mathbf A)/m$, not $\mathbf p/m$. The second remains, and the force operator has yet to be derived.

The fields are

$$\mathbf E = -\nabla\phi - \frac{\partial\mathbf A}{\partial t},\qquad \mathbf B = \nabla\times\mathbf A ,$$

in the convention where the classical force is $q(\mathbf E+\mathbf v\times\mathbf B)$, with no factor of the speed of light. For an electron $q$ is negative.

Repeated indices are summed over $x,y,z$. The symbol $\partial_i$ means $\partial/\partial r_i$, and $\partial_t$ is the time derivative at a fixed point. The symbol $\epsilon_{ijk}$ is $+1$ for $xyz$ and its cyclic permutations, $-1$ for the other orders of three different labels, and zero if two labels agree, so $(\mathbf a\times\mathbf b)_i=\epsilon_{ijk}a_jb_k$.

The Hamiltonian and velocity are

$$H=\frac m2v_jv_j+q\phi,\qquad v_i=\frac{p_i-qA_i}{m},$$

where $p_i=-i\hbar\partial_i$ is the canonical momentum and $d\mathbf r/dt=\mathbf v$. In $H$ the factors $\mathbf p$ and $\mathbf A$ must keep their order; the cross terms $\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p$ may be merged only in the Coulomb gauge, $\nabla\cdot\mathbf A=0$. No further potential that fails to commute with position, such as a nonlocal pseudopotential, is present.

Three relations will be used:

$$[p_i,f]=-i\hbar\,\partial_if,\qquad \partial_iA_j-\partial_jA_i=\epsilon_{ijk}B_k,$$

$$\frac{dO}{dt}=\frac i\hbar[H,O]+\partial_tO .$$

Here $f$ is any function of position and time, and $O$ is any operator. The last relation is the Heisenberg equation, in which the operators carry the time dependence.

### Velocity components do not commute

The components of $\mathbf p$ commute with one another, and so do the components of $\mathbf A$. The mixed terms remain:

$$m^2[v_i,v_j] = -q[p_i,A_j]-q[A_i,p_j].$$

The first commutator is $-i\hbar\,\partial_iA_j$. The second has its factors in the opposite order and equals $+i\hbar\,\partial_jA_i$. Therefore

$$m^2[v_i,v_j] = i\hbar q\left(\partial_iA_j-\partial_jA_i\right),$$

or

$$[v_i,v_j]=\frac{i\hbar q}{m^2}\epsilon_{ijk}B_k .$$

The potentials have combined into the magnetic field. In a field along $z$ whose mean over the state is not zero, the components $v_x$ and $v_y$ cannot both be sharp, because the uncertainty relation gives

$$\Delta v_x\,\Delta v_y\ge\frac{\hbar|q|}{2m^2}|\langle B_z\rangle| .$$

Without a magnetic field the components commute. The same commutator produces the magnetic force.

### The three parts of the force

Apply the Heisenberg equation to $mv_i$. The velocity contains time explicitly through $\mathbf A$, and $m\,\partial_tv_i=-q\,\partial_tA_i$. Hence

$$m\frac{dv_i}{dt} = \frac{im}{\hbar}[q\phi,v_i] - q\,\partial_tA_i + \frac{im}{\hbar}\,\frac m2[v_jv_j,v_i].$$

In the first term, $\phi$ commutes with $\mathbf A$, so only the momentum in $v_i$ matters:

$$\frac{im}{\hbar}[q\phi,v_i] = \frac{iq}{\hbar}[\phi,p_i] = \frac{iq}{\hbar}(i\hbar\,\partial_i\phi) = -q\,\partial_i\phi .$$

Together with the second term this is

$$-q\,\partial_i\phi-q\,\partial_tA_i=qE_i .$$

If the explicit time derivative were omitted, the force from a changing vector potential would be lost. For a light pulse described by $\mathbf A(t)$ alone, that would be the whole electric force.

The third term needs the product rule, with the order of factors kept:

$$[v_jv_j,v_i] = v_j[v_j,v_i]+[v_j,v_i]v_j = \frac{i\hbar q}{m^2}\epsilon_{jik}(v_jB_k+B_kv_j).$$

Multiply by $im^2/(2\hbar)$. The factors combine to

$$\frac{im^2}{2\hbar}\,\frac{i\hbar q}{m^2}=-\frac q2 .$$

Exchanging the first two labels reverses the sign of $\epsilon_{jik}$, so $\epsilon_{jik}=-\epsilon_{ijk}$. The third term becomes

$$\frac q2\epsilon_{ijk}(v_jB_k+B_kv_j).$$

The first piece contains $(\mathbf v\times\mathbf B)_i$. For the second piece, start from $(\mathbf B\times\mathbf v)_i=\epsilon_{ijk}B_jv_k$ and exchange the names $j$ and $k$:

$$(\mathbf B\times\mathbf v)_i = \epsilon_{ikj}B_kv_j = -\epsilon_{ijk}B_kv_j .$$

The second piece is therefore $-(\mathbf B\times\mathbf v)_i$, and the complete force is

$$m\frac{d\mathbf v}{dt} = q\mathbf E+\frac q2\left(\mathbf v\times\mathbf B-\mathbf B\times\mathbf v\right).$$

The fields are functions of the position operator. If all quantities commuted, $-\mathbf B\times\mathbf v$ would equal $\mathbf v\times\mathbf B$, and the classical force would return. The factor one half is the average over the two orders.

### When the order matters

The difference between the two orders can be calculated. Add the two cross products:

$$(\mathbf v\times\mathbf B+\mathbf B\times\mathbf v)_i = \epsilon_{ijk}(v_jB_k-B_kv_j) = \epsilon_{ijk}[v_j,B_k].$$

Since $\mathbf A$ commutes with $\mathbf B$, the commutator comes from $\mathbf p$ and equals $-(i\hbar/m)\partial_jB_k$. Thus

$$\mathbf v\times\mathbf B+\mathbf B\times\mathbf v = -\frac{i\hbar}{m}\nabla\times\mathbf B .$$

Writing $\mathbf v\times\mathbf B$ as half the difference plus half the sum of the two products gives

$$\mathbf v\times\mathbf B = \frac12(\mathbf v\times\mathbf B-\mathbf B\times\mathbf v)-\frac{i\hbar}{2m}\nabla\times\mathbf B .$$

The first part on the right is Hermitian. The second is anti-Hermitian and gives an imaginary mean value. Symmetrization is therefore needed where $\mathbf B$ has a curl. In a uniform field, or in a static field outside the currents that produce it, the curl vanishes and the plain product is already correct. A field may vary in space and still belong to this second case.

The correction is real-valued apart from its factor $i$. It follows that the real part of $\langle\mathbf v\times\mathbf B\rangle$ is the symmetrized mean. For a mean value, a program can use either the symmetrized operator or the real part of the plain product. For a matrix element between two different states the real part is not enough, and the symmetrized operator must be used. This settles the second decision.

For a field that varies as a plane wave of wave number $k$ and amplitude $B$, the curl has amplitude $kB$. Compared with a magnetic term of size $vB$, the correction has relative size

$$\frac{\hbar kB/(2m)}{vB}=\frac{\hbar k}{2mv}.$$

This ratio of amplitudes is small when the particle's kinetic momentum is much larger than $\hbar k$. Near a zero of the field, the correction can still be the larger of the two terms.

### The mean force and the classical force

Taking mean values gives $m\,d^2\langle\mathbf r\rangle/dt^2=\langle\mathbf F\rangle$, where $\mathbf F$ is the force operator above. This does not say that the centre of a wave packet follows the classical path. The mean of a product is generally different from the product of the means.

If $\mathbf B$ is uniform and $\mathbf E$ depends at most linearly on position, then

$$\langle\mathbf F\rangle = q\left[\mathbf E(\langle\mathbf r\rangle,t)+\langle\mathbf v\rangle\times\mathbf B\right],$$

and the centre obeys the classical equation. In a nonuniform magnetic field the mean force can differ from the classical one for two reasons. Fast and slow parts of the packet may sit in different field strengths, and the mean of the field over the packet may differ from the field at the mean position.

### A wave packet in a nonuniform field

Consider an electron in the $xy$ plane. In Hartree atomic units $\hbar=m=1$ and $q=-1$. The motion along $z$ separates and is omitted. Let

$$A_y=B_0x+\frac g2x^2-E_yt,\qquad \phi=-E_xx,$$

with the other components of $\mathbf A$ zero. Differentiation gives $B_z=B_0+gx$ and the uniform electric field $(E_x,E_y)$. The component $E_x$ comes from $\phi$, and $E_y$ from the changing vector potential. The curl of $\mathbf B$ has the $y$ component $-g$, so the order of factors matters.

The parameters are round model values: $B_0=0.50$, $g=0.10$ per bohr, $E_x=0.05$ and $E_y=0.02$, all in atomic units. One atomic unit of magnetic field is $2.35\times10^5$ T, so this field is enormous by laboratory standards. So is the electric field, since $E_x$ is $2.6\times10^{10}$ V/m. The curl of this static $\mathbf B$ would also require a current density of about $3.5\times10^{20}$ A/m$^2$ flowing through the region of the packet. The values are chosen to make the differences easy to see, and they do not describe a laboratory field.

At $t=0$ the packet is

$$\psi\propto\exp\left[-\frac{x^2+y^2}{4s^2}+i(k_xx+k_yy)\right],$$

with $s=1$ bohr, $k_x=1.00$ and $k_y=0.50$ per bohr. Its density gives $\langle x\rangle=0$, $\langle x^2\rangle=s^2=1$ and $\langle x^3\rangle=0$.

Since $q=-1$, the mean velocity along $y$ is

$$\langle v_y\rangle=k_y+\langle A_y\rangle=0.50+\frac{0.10}{2}=0.55 .$$

The value from $\mathbf p$ alone would be 0.50. Along $x$ there is no vector potential, and $\langle v_x\rangle=1.00$.

The $x$ force is $q(E_x+v_yB_z)$. No ordering question arises here, because $v_y$ contains no derivative with respect to $x$. The packet is a product of a function of $x$ and one of $y$, so $p_y$ may be replaced by $k_y$ in the mean:

$$\langle v_yB_z\rangle = \left\langle\left(k_y+B_0x+\frac g2x^2\right)(B_0+gx)\right\rangle .$$

The odd powers of $x$ average to zero. What remains is

$$k_yB_0+gB_0s^2+\frac12gB_0s^2 = 0.250+0.050+0.025=0.325 .$$

Hence

$$\langle F_x\rangle=-(0.050+0.325)=-0.375\ \text{hartree/bohr}.$$

The classical force at the mean position and velocity uses $0.55\times0.50=0.275$ for the magnetic product and gives $-0.325$ hartree/bohr. The difference of $-0.050$ is $-q^2gB_0s^2/m$. It arises because $v_y$ is larger where $x$ and the magnetic field are larger.

For the $y$ force the order does matter. Differentiating the packet gives

$$v_x\psi=\left(k_x+\frac{ix}{2s^2}\right)\psi .$$

Multiplication by $B_z$ and averaging yields

$$\langle B_zv_x\rangle=k_xB_0+\frac{ig}{2}=0.50+0.05i .$$

The opposite order gives the complex conjugate, $\langle v_xB_z\rangle=0.50-0.05i$. The symmetrized force uses their average:

$$\langle F_y\rangle=q(E_y-0.50)=-(0.02-0.50)=0.48\ \text{hartree/bohr}.$$

The plain product $q(\mathbf v\times\mathbf B)_y=-qv_xB_z$ would instead lead to $0.48-0.05i$. Its imaginary part agrees with $q\hbar g/(2m)=-0.05$ from the curl formula. The symmetrized force components convert to $-30.9$ nN and $39.5$ nN.

### The same packet at a later time

The time-dependent Schrödinger equation was solved on a periodic grid of $64\times64$ points with sides of 24 bohr. Spatial derivatives were taken by Fourier transform, and time steps of 0.0025 atomic units by a fourth-order Runge–Kutta method. The acceleration was obtained from the density alone: the mean position was computed at five times spaced by 0.05 atomic units and differentiated twice by finite differences.

At $t=1$ atomic unit the mean position is $(0.764,0.763)$ bohr and the mean velocity is $(0.483,0.937)$ atomic units. In hartree/bohr, the three ways of finding the force give:

- mass times acceleration of the density: $(-0.636,\ 0.252)$
- mean of the symmetrized force operator: $(-0.636,\ 0.252)$
- classical force at the mean values: $(-0.590,\ 0.259)$

The first two agree, while the third does not. The field at the mean position is $0.50+0.10\times0.764=0.576$, so the classical $x$ force is

$$-(0.05+0.937\times0.576)=-0.590 .$$

The difference between mean and classical force is now $(-0.04599,-0.00645)$ hartree/bohr. The $y$ part was zero at the start. To find its origin, define

$$C=\frac12\langle xv_x+v_xx\rangle-\langle x\rangle\langle v_x\rangle .$$

Since $B_z$ is linear in $x$, the difference in the $y$ force is $-qgC=0.10\,C$, which gives $C=-0.0645$ at $t=1$. The equations of motion for $x$ and $v_x$ give

$$\frac{dC}{dt}=\langle v_x^2\rangle-\langle v_x\rangle^2+\langle xF_x\rangle-\langle x\rangle\langle F_x\rangle .$$

At $t=0$ the spread of velocities contributes $1/(4s^2)=0.250$. With $\langle x^4\rangle=3s^4$, the force contributes

$$-\left(gk_ys^2+B_0^2s^2+\frac{3g^2s^4}{2}\right)=-(0.050+0.250+0.015)=-0.315 .$$

The initial rate is therefore $-0.065$, so $C$ starts out negative. This rate does not predict the value at $t=1$, because it is not steady. Differentiate $dC/dt$ once more. At $t=0$ the symmetrized mean of $v_x$ times any function of $x$ and $p_y$ is $k_x$ times the mean of that function, so the covariances of $v_x$ with $F_x$ vanish and only the covariance of $x$ with $dF_x/dt$ remains. Since $p_y$ is conserved, $dF_x/dt=E_yB_z-\frac12(Gv_x+v_xG)$ with $G=\partial_x(v_yB_z)=B_z^2+gv_y$. The covariance of $x$ with $B_z$ is $gs^2$, and that of $x$ with $G$ is $2gB_0s^2+gB_0s^2$. Hence $d^2C/dt^2=gE_ys^2-3k_xgB_0s^2=0.002-0.150=-0.148$ at $t=0$. The rate is changing by more than its own size per unit of time, and the closeness of $C$ at $t=1$ to the initial rate times one unit of time is a coincidence of this example. The sign has a direct meaning: the variance of $x$ changes at the rate $2C$, so at $t=1$ the packet is becoming narrower along $x$. Summed over this interval, the contribution of the magnetic force to $dC/dt$ has outweighed that of the velocity spread.

### What the model leaves out

Spin adds an energy $-(q\hbar/2m)\boldsymbol\sigma\cdot\mathbf B$ for an electron if its $g$ factor is taken as two, where $\boldsymbol\sigma$ are the Pauli matrices. In the example this would add the $x$ force $(q\hbar g/2m)\sigma_z$, where $g$ is again the field gradient. For a spin along $z$ its size is 0.05 hartree/bohr, as large as the initial difference between the mean and classical forces. The spinless result is therefore not a complete account of a spin-polarized electron in this field.

The derivation also requires speeds well below that of light, and it omits the force that the particle's own radiation exerts on it. Within these limits the potentials may vary in space and time, and no Coulomb gauge is needed as long as the factors in $H$ keep their order.
